Keldysh Interband Ionization of a Two-Band Kane Solid from Houston States

A crystal with a filled valence band and an empty conduction band is exposed to a linearly polarized field F cos ωt whose photon energy is far below the gap. The rate at which electron-hole pairs appear, per unit volume, is wanted. Hartree atomic units are used. The bands are those of the isotropic Hamiltonian

H(p) = (Δ/2)β + v α·p,  v² = Δ/(4m),

where α and β are anticommuting 4×4 matrices with unit square. Since H² = Δ²/4 + v²p², a pair costs

ε(p) = 2√(Δ²/4 + v²p²) = Δ√(1 + p²/(mΔ)).

This is the Kane dispersion with gap Δ and reduced mass m: for small p it is Δ + p²/(2m). Collisions, electron-hole attraction and further bands are left out. Throughout,

R = Δ/ω,  γ = ω√(mΔ)/F.

The number γ is the adiabaticity parameter.

**(a) Find the transition amplitude per optical cycle in Houston states, and the rate it implies.**

Solution. With the x axis along the force at t = 0, the momentum is p_x(t) = p_x + (F/ω) sin ωt, while p⊥ is conserved. The matrix (Δ/2)β + v α⊥·p⊥ anticommutes with α_x and has square (ε⊥/2)², where ε⊥ = Δ√(1 + p⊥²/(mΔ)). In a suitable basis H is therefore two copies, one per spin, of

h(t) = v p_x(t) σ_x + (ε⊥/2) σ_z.

Let tan θ = 2v p_x(t)/ε⊥. The Houston states are the instantaneous eigenvectors

u₊ = (cos θ/2, sin θ/2),  u₋ = (−sin θ/2, cos θ/2),

with energies ±ε/2 and ε² = ε⊥² + 4v²p_x(t)². Write ψ = a₋u₋e^{iS/2} + a₊u₊e^{−iS/2}, with S(t) = ∫₀ᵗ ε dt′. Because du₋/dt = −(θ̇/2)u₊, projecting i dψ/dt = hψ on u₊ gives

da₊/dt = g a₋ e^{iS},  g = θ̇/2 = v ṗ_x ε⊥/ε².

To first order a₋ = 1, and one cycle of length T = 2π/ω contributes M = ∫₀ᵀ g e^{iS} dt.

Each further cycle repeats M with the extra phase ε̄T, where ε̄ is the cycle average of ε. After N cycles the probability is |M|² sin²(Nε̄T/2)/sin²(ε̄T/2), which for large N tends to |M|² (2πN/T) Σₙ δ(ε̄ − nω). Dividing by NT and summing over spin and momentum,

w = 2 ∫ d³p/(2π)³ (2π/T²) |M|² Σₙ δ(ε̄ − nω).

This needs many cycles but little total depletion. The energy that must be supplied in photons is the field-dressed gap ε̄.

**(b) Evaluate M when Δ ≫ ω. Does first order in the Houston coupling suffice?**

Solution. The phase S is then fast, and M comes from complex times where ε = 0, that is p_x(t) = ±iP with P = √(mΔ + p⊥²) and 2vP = ε⊥. Per cycle there are two in the upper half plane: t₁, with real part near 0 and p_x(t₁) = iP, and t₂, with real part near T/2 and p_x(t₂) = −iP. Near t₁,

ε² = 4v²(p_x − iP)(p_x + iP) ≈ 8iv²P ṗ_x (t − t₁),

g ≈ 2v²Pṗ_x/[8iv²Pṗ_x(t − t₁)] = 1/[4i(t − t₁)].

Near t₂ the sign is opposite. As ε ∝ (t − t_s)^{1/2}, the variable ζ = S − S(t_s) is proportional to (t − t_s)^{3/2}, so dt/(t − t_s) = (2/3) dζ/ζ. The steepest-descent path comes from ζ = +i∞, circles ζ = 0 once and returns. Each crossing gives

±(1/4i)(2/3)(2πi) e^{iS(t_s)} = ±(π/3) e^{iS(t_s)}.

First order does not suffice, because near t_s the coupling has a pole and is not weak. The factor can be found without expanding in g. Since h(t) is analytic everywhere, ψ is single-valued. From t_s run three lines of real ζ, 120° apart: one to the left, one to the right, one upward. On the left line only u₋e^{iS/2} is present. Carry it clockwise over t₁. In the first sector it is the smaller exponential, with no larger one present to alter it; in the second it is the larger one, which a smaller one cannot alter at leading order. Its coefficient therefore survives to the right line. Compared with the path below t₁, two things have changed:

- The half-angle θ/2 has gained the clockwise loop integral of g, −2πi/(4i) = −π/2, which turns u₋ into u₊.
- ε has changed sign, so S has become 2S(t₁) − S, and e^{iS/2} has become e^{iS(t₁)}e^{−iS/2}.

This is the upper state with amplitude e^{iS(t₁)}. At t₂ the half-angle gains +π/2, which gives −u₊. For small amplitudes the two add:

M = e^{iS(t₁)} − e^{iS(t₂)}.

First-order theory overestimates the asymptotic rate by a factor π²/9 ≈ 1.097, or about 10%.

**(c) Expand the dressed gap, the tunnelling exponent and the interference phase for small momentum.**

Solution. Let φ = ωt, q = p_x/√(mΔ), σ = p⊥²/(mΔ), so that

ε/Δ = √(1 + σ + (q + sin φ/γ)²).

Let k = γ/√(1+γ²) and k′ = 1/√(1+γ²). K, E are the complete elliptic integrals of modulus k, and K′, E′ those of modulus k′.

Dressed gap. In averages sin²φ may be replaced by cos²φ, and 1 + cos²φ/γ² = (1 − k′²sin²φ)/k². Hence

⟨(1 + sin²φ/γ²)^{1/2}⟩ = 2E′/(πk),  ⟨(1 + sin²φ/γ²)^{−1/2}⟩ = 2kK′/π.

For the power −3/2, put D = 1 − μ sin²α. The identity d(μ sin α cos α/√D)/dα = √D − (1−μ)D^{−3/2}, integrated from 0 to π/2, gives ∫D^{−3/2}dα = E/(1−μ), with E of modulus √μ. With μ = k′² the average is 2kE′/π. The coefficients of σ and q² are half the last two averages, so

ε̄ = νω + (Δk/π)(K′σ + E′q²),  ν = 2RE′/(πk).

Exponent. Reflection φ → −φ* together with q → −q shows that Im S(t₁) is even in q; a half-cycle shift shows that it equals Im S(t₂). Let W = 2 Im S(t₁) and b = 1 + σ. At q = 0, with φ = is,

W = 2R∫₀ʸ √(b − sinh²s/γ²) ds,  sinh y = γ√b.

The substitution sinh s = γ√b cos χ gives, at b = 1,

W₀ = 2Rk∫ sin²χ (1 − k²sin²χ)^{−1/2} dχ = 2R(K−E)/k,

and for the derivative, where the end point contributes nothing because ε = 0,

∂W/∂b = R∫γ(1 + γ²b cos²χ)^{−1/2} dχ, which is RkK at b = 1.

Here χ runs from 0 to π/2. For the q² term, write W as half a closed loop around the cut joining t₁ and t₁*, so that differentiation meets no end point. With u = q + sin φ/γ, ∂²√(b+u²)/∂q² = b(b+u²)^{−3/2} and ∂²√(b+u²)/∂b² = −¼(b+u²)^{−3/2}. Thus at q = 0, b = 1

½ ∂²W/∂q² = −2 ∂²W/∂b² = Rk³∫cos²χ (1 − k²sin²χ)^{−3/2} dχ = Rk(K−E).

The last step uses k²cos²χ = (1 − k²sin²χ) − (1 − k²) and the −3/2 integral above. Altogether

W = 2R(K−E)/k + Rk[Kσ + (K−E)q²].

Interference. The part of S(t₂) − S(t₁) even in q is half the cycle integral, ε̄T/2 = nπ on resonance. The linear part has slope

R∫ sin φ dφ/√(γ² + sin²φ) = R[−arcsin(cos φ/√(1+γ²))] = πR,

because cos φ = ±√(1+γ²) at t₁ and t₂. Therefore

|M|² = 2e^{−W}[1 − (−1)ⁿ cos(πRq)].

Even-photon channels vanish at p_x = 0, since there the field enters h only through σ_x, which switches between the two eigenstates of σ_z, so that a transition takes an odd number of photons.

**(d) Integrate over momentum.**

Solution. If πRq covers many radians, the cosine averages out and |M|² → 2e^{−W}. With d³p = π(mΔ)^{3/2} dσ dq,

w = (ω²/4π³)(mΔ)^{3/2} Σₙ ∫dq∫dσ e^{−W} δ(ε̄ − nω).

Let x = n − ν. The σ integral gives π/(ΔkK′) and fixes σ = [πx/(Rk) − E′q²]/K′, which restricts |q| to qₙ, qₙ² = πx/(RkE′). Inserted in W,

W = W₀ + πKx/K′ − (Rk/K′)(KE′ + EK′ − KK′)q².

The bracket is π/2 (Legendre's relation). To see this, use dE/dμ = (E−K)/(2μ) and dK/dμ = [E − (1−μ)K]/[2μ(1−μ)] with μ = k², and the same with μ → 1−μ for E′ and K′: the derivative of the bracket cancels, and its value at k → 0 is π/2. With c = πRk/(2K′) and Dawson's integral Φ(z) = e^{−z²}∫₀ᶻ e^{y²}dy,

∫ e^{cq²}dq = (2/√c) e^{z²}Φ(z),  z² = cqₙ² = π²x/(2K′E′).

The x terms in the exponent combine, by Legendre's relation again, to

−πKx/K′ + π²x/(2K′E′) = −πx(K−E)/E′.

Since W₀ = πν(K−E)/E′, the total is −πn(K−E)/E′. The prefactor is

(ω²/4π³)(mΔ)^{3/2} · π/(ΔkK′) · 2√(2K′/(πRk)) = (ω/π³)(mω/k)^{3/2}√(π/(2K′)).

The rate is

w = (ω/π³)(mω/k)^{3/2} √(π/2K′) Σ_{n>ν} e^{−πn(K−E)/E′} Φ(√(π²(n−ν)/(2K′E′))).

It is a leading-order result, for R ≫ 1 and W₀ ≫ 1. The averaging is poorest just above a threshold, where qₙ is small. With the first-order factor of part (b) the leading ω/π³ would read ω/(9π).

**(e) Find the limit γ ≫ 1 and compare it with perturbation theory.**

Solution. Now k → 1 and K′, E′ → π/2, while K → ln 4γ and E → 1. Each photon contributes e^{−2(ln 4γ − 1)} = (e/4γ)². Keeping the lowest open channel N,

w ≈ (ω/π³)(mω)^{3/2} (e/4γ)^{2N} Φ(√(2(N−ν))),  ν ≈ R(1 + 1/(4γ²)).

The shift Δ/(4γ²) = F²/(4mω²) is the quiver energy. As γ ∝ 1/F, w ∝ F^{2N} apart from the slow change of ν. The next terms of the elliptic integrals multiply the exponential by e^{−N/(2γ²)}, so N ≪ 2γ² is also required.

In perturbation theory at p = 0 with n odd and R ≈ n, each absorption has matrix element nω/(4γ). The intermediate energies, in units of ω, are n−j after an odd number j of photons and −j after an even number. Both sets multiply to 2·4···(n−1) in magnitude, so

|M| = 2π(n/4γ)ⁿ/{2^{n−1}[((n−1)/2)!]²}.

Stirling's formula, ((n−1)/2)! ≈ √(2π)(n/2e)^{n/2}, turns this into 2(e/4γ)ⁿ, the amplitude 2e^{−W/2} of part (b).

**(f) Find the limit γ ≪ 1 and compare it with static Zener tunnelling.**

Solution. Now k ≈ γ, E′ ≈ 1 and K − E ≈ (π/4)k²(1 + 3k²/8). The decay per photon, s ≈ π²γ²/4, is small, so many channels contribute and the sum becomes an integral over x. Typical x ~ 1/s makes z large, where Φ ≈ 1/(2z):

∫₀^∞ e^{−sx} √(2K′)/(2π√x) dx = [√(2K′)/(2π)]√(π/s) = √(2K′)/(π^{3/2}γ).

K′ cancels, leaving the prefactor (ω/π⁴)(mω)^{3/2}γ^{−5/2}. With k ≈ γ(1 − γ²/2) in W₀,

w ≈ (Δ/π⁴)(mΔ)^{3/2} [F/(√m Δ^{3/2})]^{5/2} exp[−(π√m Δ^{3/2}/2F)(1 − γ²/8)].

In a constant field there is one crossing per electron, with

W = (2/F)∫₀ᴾ 2v√(P²−κ²) dκ = πvP²/F.

Momentum states pass at rate F/(2π) per unit length, so with two spins

w_static = (F/π)∫d²p⊥/(2π)² e^{−W} = [F²√m/(2π³√Δ)] e^{−B/F},  B = π√m Δ^{3/2}/2.

Averaging over the two field maxima of a cycle multiplies this by √(2F/(πB)). The result is the tunnelling rate above without the term γ²/8, which is the first correction to the exponent from the field's changing during the passage. It is not always the largest finite-frequency correction to the rate. Replacing the channel sum by an integral leaves a relative error of order γ that oscillates as channels close. At B/F = 10 and γ = 0.1 that error is about ±3%, against 1.3% from the γ²/8 term.

**(g) Evaluate the rate for Δ = 0.2 hartree, m = 0.2, ω = 0.02 hartree, F = 0.004, and follow it as F changes.**

Solution. These are round model parameters. √(mΔ) = 0.2 gives γ = 0.02 × 0.2/0.004 = 1, so k = k′ = 0.7071, K = K′ = 1.8541 and E = E′ = 1.3506. Then

ν = 2 × 10 × 1.3506/(π × 0.7071) = 12.16.

The field raises the gap from 10 to 12.16 photons, and the lowest open channel is N = 13. Its exponent is 13π(1.8541 − 1.3506)/1.3506 = 13 × 1.171 = 15.2, and its Dawson argument is 1.29. Summing the channels gives

w = 3.8×10⁻¹⁴ a.u. = 1.1×10⁻⁸ nm⁻³ fs⁻¹.

The two-level Schrödinger equation can also be propagated numerically through one cycle. At resonance the eigenphases of the cycle evolution miss each other by 2|M|, which gives |M| without the crossing approximation. Integrated over momentum for the seven lowest open channels, this yields 3.4×10⁻¹⁴ a.u. The smooth formula is 12% above that value; with the cosine of part (c) kept, the excess is 2%. With ω and F both halved, γ stays 1, and the deviations are −3% and −0.1%. In both cases keeping the cosine removes most of the deviation. The small remainders do not measure the accuracy of the formula, because its other errors, of relative order ω/Δ, can partly cancel in the momentum integral.

With the other parameters fixed, the formula of (d) and the nearer limit give the values below, in a.u. At R = 10 the formula itself differs from the propagated rate by up to about 20%: it is 19% and 18% low at γ = 8 and 4, within 2% at γ = 2, and 12%, 23% and 22% high at γ = 1, 0.5 and 0.25. Between these rows the sign of the error changes back and forth (14% low at γ = 1.2, 7% low at γ = 0.8), so smaller differences between the two columns carry no meaning.

F = 0.0005, γ = 8: w = 1.93×10⁻³¹, multiphoton 2.07×10⁻³¹
F = 0.001, γ = 4: w = 6.9×10⁻²⁵, multiphoton 9.1×10⁻²⁵
F = 0.002, γ = 2: w = 1.5×10⁻¹⁸, multiphoton 4.3×10⁻¹⁸
F = 0.004, γ = 1: w = 3.8×10⁻¹⁴, tunnelling 5.6×10⁻¹⁴
F = 0.008, γ = 0.5: w = 2.0×10⁻¹⁰, tunnelling 1.5×10⁻¹⁰
F = 0.016, γ = 0.25: w = 3.2×10⁻⁸, tunnelling 3.4×10⁻⁸

At γ = 8 the logarithmic slope d ln w/d ln F is 21.9, close to 2N = 22 for eleven photons. Ten photons would equal the bare gap, but the quiver energy closes that channel. At γ = 2 the multiphoton limit is already too large by a factor of 2.9. The tunnelling limit is not approached from one side: it lies above w at γ = 1, below at 0.5 and above again at 0.25. The last difference is too small to count by itself, but the propagated rate shows the same order, with tunnelling limit over propagated rate equal to 1.64, 0.88 and 1.31. In the last row B/F is only 3.9, so the assumption of a large exponent is itself becoming poor. There |M| reaches 0.26 per cycle, so resonant states are depleted within about four cycles and a steady rate in the sense of part (a) barely exists. The momentum swing F/ω is 0.76 Å⁻¹ at γ = 0.5 and 1.5 Å⁻¹ at γ = 0.25, at or beyond the zone edge of a typical crystal, so these two rows describe the unbounded Kane model and not a real band structure.

Numerical values quoted here were computed with a short program.
